# Cubic Film Orientations of Least and Greatest Coherent Equibiaxial Strain Energy, part 2

A flat cubic film is coherent with a thick substrate at in-plane misfit $\varepsilon$, and its upper surface is free. Which surface normal $n$ minimises or maximises its relaxed energy per volume, $W = M \varepsilon^2$? Elasticity is linear. With elastic constants $C_{ij}$ in GPa, define

$$
\beta = C_{11} + 2 C_{12} , \quad d = C_{11} - C_{12} , \quad \mu = C_{44} , \quad H = d - 2 \mu , \quad \kappa = C_{12} + \mu ,
$$

with $\beta, d, \mu > 0$ for stability. The coordinates $x_i = n_i^2$ add to one and span a triangle with corners $\{001\}$ and centre $\{111\}$. Part I showed that

$$
M = \tfrac12 ( 3 \beta - \beta^2 G ) , \qquad G = n \cdot \Gamma^{-1} n , \qquad \Gamma = D + \kappa n n^T ,
$$

where $D$ is diagonal with entries $\mu + H x_i$ and $\Gamma$ is positive definite. When $D$ is invertible,

$$
G = \frac{S}{1 + \kappa S} , \qquad S = \sum_i \frac{x_i}{\mu + H x_i} , \qquad b = - \frac{\varepsilon \beta}{1 + \kappa S} \, D^{-1} n .
$$

The relaxation vector $b$ gives the normal strain $\varepsilon + b \cdot n$ and, through its tangential part $b_t$, the engineering shear $|b_t|$.

**Theorem 1.** If $C_{44} < C_{11} - C_{12} < 2 C_{44}$, then $\{001\}$ alone has the least energy and $\{111\}$ alone the greatest:

$$
M_{001} = \frac{\beta ( C_{11} - C_{12} )}{C_{11}} , \qquad M_{111} = \frac{6 \beta C_{44}}{\beta + 4 C_{44}} .
$$

The corresponding $1/G$ are $C_{11} = \kappa + \mu + H$ and $( \beta + 4 \mu ) / 3 = \kappa + \mu + H/3$.

The proof uses $S = f(x_1) + f(x_2) + f(x_3)$, with $f(x) = \frac{x}{\mu + H x}$ and $f''(x) = - \frac{2 \mu H}{( \mu + H x )^3}$. There $f$ is convex, so $S \ge 3 f ( \tfrac13 )$ (Jensen) and $S \le f(1)$ (chord), while $M$ decreases with $S$.

### 7. The ordering without the lower inequality

If $d \le \mu$, the entry $\mu + H x_i$ reaches zero or becomes negative as the normal approaches a cube axis. Then $S$ has a pole, and for $d < \mu$ it is no longer convex. The crystal itself has no singularity there, since $\Gamma$ stays positive definite and $G$ stays finite. The failure belongs to the splitting of $\Gamma$ into two parts.

**Theorem 2.** For every stable cubic crystal with $C_{11} - C_{12} < 2 C_{44}$, the conclusions of Theorem 1 hold.

*Proof.* The pole is avoided by working with polynomials. Let

$$
p = x_1 x_2 + x_2 x_3 + x_3 x_1 , \qquad q = x_1 x_2 x_3 , \qquad N = n \cdot \mathrm{adj} ( \Gamma ) \, n ,
$$

where $\mathrm{adj} ( \Gamma ) = \det ( \Gamma ) \, \Gamma^{-1}$. Both factors are positive definite or positive, so $N > 0$, and $G = N / \det \Gamma$.

Suppose first that $D$ is invertible. Then $\det \Gamma = \det D \, \det ( I + \kappa D^{-1} n n^T )$. The last matrix leaves every vector perpendicular to $n$ unchanged, and the component of its action on $n$ along $n$ is $1 + \kappa S$. Its determinant is therefore $1 + \kappa S$, and

$$
\det \Gamma = \det D \, ( 1 + \kappa S ) , \qquad N = G \det \Gamma = S \det D .
$$

Eliminating $S$ gives $\det \Gamma = \det D + \kappa N$. Written out,

$$
N = \sum_i x_i ( \mu + H x_j ) ( \mu + H x_k ) = \mu^2 + 2 \mu H p + 3 H^2 q ,
$$

where $j$ and $k$ are the two indices other than $i$, and

$$
\det D = \mu^3 + \mu^2 H + \mu H^2 p + H^3 q .
$$

In $N$, the factor $2p$ arises because each product $x_i x_j$ occurs twice. Both sides of these relations are polynomials in the elastic constants, so they remain true where $D$ is singular. Consequently

$$
\frac1G = \kappa + \frac{\det D}{N} .
$$

*Comparison with (001).* Expand

$$
( \mu + H ) N = \mu^3 + \mu^2 H + 2 \mu^2 H p + 2 \mu H^2 p + 3 \mu H^2 q + 3 H^3 q .
$$

Subtracting this from $\det D$ cancels the first two terms and leaves

$$
\frac1G - C_{11} = - \frac HN \, P , \qquad P = \mu p ( 2 \mu + H ) + H q ( 3 \mu + 2 H ) .
$$

Since $- H > 0$, it is enough to show that $P \ge 0$. Multiplying $p$ by $x_1 + x_2 + x_3 = 1$ gives

$$
p = \sum_{i \neq j} x_i^2 x_j + 3 q \ge 6 q + 3 q = 9 q .
$$

The inequality between arithmetic and geometric means was applied to the six terms of the sum, whose product is $q^6$. Equality requires either all $x_i$ equal, or $q = 0$ together with $p = 0$, which is a corner of the triangle.

If $3 \mu + 2 H \ge 0$, the second term of $P$ is not positive, and replacing $q$ by its upper bound $p/9$ can lower $P$ but not raise it:

$$
P \ge \frac p9 \left[ 9 \mu ( 2 \mu + H ) + H ( 3 \mu + 2 H ) \right] = \frac{2p}{9} ( 9 \mu^2 + 6 \mu H + H^2 ) = \frac{2p}{9} ( 3 \mu + H )^2 .
$$

Here $3 \mu + H = \mu + d > 0$. If instead $3 \mu + 2 H < 0$, the second term of $P$ is nonnegative, so $P \ge \mu p ( 2 \mu + H ) = \mu p d$. In both cases $P > 0$ unless $p = 0$, which happens at the corners alone. Therefore $G \le 1 / C_{11}$ and $M \ge M_{001}$, with equality for $\{001\}$ normals and no others.

*Comparison with (111).* Similarly,

$$
\left( \mu + \tfrac H3 \right) N = \mu^3 + \tfrac13 \mu^2 H + 2 \mu^2 H p + \tfrac23 \mu H^2 p + 3 \mu H^2 q + H^3 q .
$$

Subtraction from $\det D$ leaves

$$
\tfrac23 \mu^2 H - 2 \mu^2 H p + \tfrac13 \mu H^2 p - 3 \mu H^2 q .
$$

Taking out $\mu H / 3$ gives

$$
\frac1G - \frac{\beta + 4 \mu}{3} = \frac{\mu H}{3 N} \, Q , \qquad Q = 2 \mu ( 1 - 3 p ) + H ( p - 9 q ) .
$$

Substituting $H = d - 2 \mu$ separates $Q$ into two parts:

$$
Q = 2 \mu ( 1 - 4 p + 9 q ) + d ( p - 9 q ) .
$$

The second part is nonnegative by the bound just proved. The first is nonnegative by Schur's inequality. To see this, label the coordinates so that $x_1 \ge x_2 \ge x_3$ and consider $R = \sum_i x_i ( x_i - x_j ) ( x_i - x_k )$. Combining the first two terms,

$$
R = ( x_1 - x_2 ) \left[ x_1 ( x_1 - x_3 ) - x_2 ( x_2 - x_3 ) \right] + x_3 ( x_1 - x_3 ) ( x_2 - x_3 ) \ge 0 ,
$$

because every factor is nonnegative. Multiplying out the definition of $R$ gives $\sum_i x_i^3 - \sum_{i \neq j} x_i^2 x_j + 3 q$. The middle sum is $p - 3 q$, as found above. The cube of $\sum_i x_i = 1$ gives $\sum_i x_i^3 = 1 - 3 ( p - 3 q ) - 6 q = 1 - 3 p + 3 q$. Hence $R = 1 - 4 p + 9 q$.

So $Q \ge 0$. Equality needs $p = 9 q$, which leaves the corners and the centre. At a corner $p = q = 0$ and $Q = 2 \mu$, so the centre alone remains, and there $Q = 0$. As $H < 0$, it follows that $1/G \le ( \beta + 4 \mu ) / 3$ and $M \le M_{111}$, with equality for $\{111\}$ normals and no others. $\square$

### 8. Reversal and limiting cases

**Corollary.** For a stable crystal with $d > 2 \mu$, $\{111\}$ minimises and $\{001\}$ maximises the energy. For $d = 2 \mu$ the energy is the same for all orientations.

*Proof.* If $H > 0$, all entries of $D$ are positive and $f'' < 0$. Jensen's inequality and the chord inequality both change direction. The constant $\kappa$ may now be negative, but $1 + \kappa S = \det \Gamma / \det D$ is still positive, so $M$ still decreases with $S$. If $H = 0$, then $S = 1 / \mu$ for every normal. $\square$

The deciding quantity is therefore the Zener ratio $Z = 2 \mu / d$. The size of the effect follows from the closed forms:

$$
\frac{M_{111}}{M_{001}} = Z \, \frac{\beta + 2 d}{\beta + 4 \mu} .
$$

For $Z > 1$ the second factor is below one, so the ratio of energies is smaller than $Z$. The reason is seen in the reciprocals, $1/M_{001} = 1/(3d) + 2/(3\beta)$ and $1/M_{111} = 1/(6\mu) + 2/(3\beta)$: the term $2/(3\beta)$ is common to both and brings their ratio closer to one. When $\beta$ is much larger than both shear stiffnesses, the films relax at nearly constant volume and the ratio tends to $Z$.

In the limit $d \to 0$, at fixed $\beta$ and $\mu$, $M_{001} = 3 \beta d / ( \beta + 2 d )$ tends to zero while $M_{111}$ stays finite. A crystal close to a tetragonal shear instability can thus fit a substrate on (001) at little elastic cost in this linear model. Linear elasticity becomes doubtful there, because the quadratic energy no longer dominates the higher orders.

### 9. Worked example

Take $C_{11} = 160$ GPa, $C_{12} = 60$ GPa and $C_{44} = 80$ GPa, with a compressive misfit $\varepsilon = - 1$ % and a film thickness of 8 nm. Then

$$
d = 100 , \quad 2 \mu = 160 , \quad \beta = 280 , \quad \kappa = 140 , \quad H = - 60 \quad \text{(GPa)} .
$$

Since $80 < 100 < 160$, Theorem 1 applies. The extreme energies are

$$
M_{001} = \frac{280 \cdot 100}{160} = 175 \ \text{GPa} , \qquad M_{111} = \frac{6 \cdot 280 \cdot 80}{280 + 320} = 224 \ \text{GPa} .
$$

Multiplication by $\varepsilon^2 = 10^{-4}$ gives 17.5 and 22.4 MJ/m³, or 109 and 140 meV/nm³. The gap is 4.9 MJ/m³ and the ratio is 1.28, compared with $Z = 1.6$.

The (113) film shows a less symmetric case. Here $x = ( 1, 1, 9 ) / 11$, the entries of $D$ are $820/11$, $820/11$ and $340/11$ GPa, and

$$
S = \frac{2}{820} + \frac{9}{340} = 0.02891 \ \text{GPa}^{-1} .
$$

This gives $M = 195$ GPa. Its normal strain is $\varepsilon ( 1 - \beta G ) = 0.60$ %. From the vector $b$ of Part I, the engineering shear is

$$
| b_t | = \frac{| \varepsilon | \beta}{1 + \kappa S} \left( \sum_i \frac{x_i}{( \mu + H x_i )^2} - S^2 \right)^{1/2} = 0.41 \ \% .
$$

The four orientations compare as follows.

| Normal | $S$ (1/TPa) | $M$ (GPa) | Normal strain (%) |
|---|---|---|---|
| (001) | 50.0 | 175 | 0.75 |
| (113) | 28.9 | 195 | 0.60 |
| (110) | 20.0 | 214 | 0.47 |
| (111) | 16.7 | 224 | 0.40 |

The film that expands most along its normal has released the most energy. For compressive misfit this is general at fixed $\beta$ and $\varepsilon$, because the normal strain and $M$ are both linear in $G$.

A second set, $C_{11} = 170$, $C_{12} = 120$ and $C_{44} = 75$ GPa, has $d = 50$ GPa $< C_{44}$ and lies outside Theorem 1. On the edge $x = ( t, 1 - t, 0 )$ at $t = 0.9$, the curvature of $S$ is $f''(0.9) + f''(0.1) = - 4.39$ GPa$^{-1}$, so $S$ is not convex. The energies are nevertheless ordered as Theorem 2 requires: $M = 121$, 233 and 260 GPa for (001), (110) and (111).

### 10. The example beside a real film

The first set of constants and the misfit are round values in the rough range of a silicon-germanium film with about a quarter germanium, grown on silicon. The theorems assume coherence: once dislocations form, the misfit strain falls and the stored energy falls with its square. While the 8 nm film stays coherent and flat, surface stress changes the (001) energy by about 14 % and thermal strain by about 10 %, as estimated below. A difference in surface energy between two cuts can matter more for their ranking. The material inputs to these estimates are rough.

*Finite strain.* Let the deformation gradient be $F = I + \varepsilon ( I - n n^T ) + a \, n n^T$ and use the Lagrangian strain $\eta = \tfrac12 ( F^T F - I )$ in the quadratic energy. With $\eta_1, \eta_2, \eta_3$ the diagonal components and $\eta_4 = 2 \eta_{23}$, $\eta_5 = 2 \eta_{13}$, $\eta_6 = 2 \eta_{12}$, add the cubic energy

$$
\begin{aligned}
W_3 = {} & \tfrac16 C_{111} \sum_i \eta_i^3 + \tfrac12 C_{112} \sum_{i \neq j} \eta_i^2 \eta_j + C_{123} \eta_1 \eta_2 \eta_3 \\
& + \tfrac12 C_{144} ( \eta_1 \eta_4^2 + \eta_2 \eta_5^2 + \eta_3 \eta_6^2 ) + C_{456} \eta_4 \eta_5 \eta_6 \\
& + \tfrac12 C_{155} [ \eta_4^2 ( \eta_2 + \eta_3 ) + \eta_5^2 ( \eta_1 + \eta_3 ) + \eta_6^2 ( \eta_1 + \eta_2 ) ] ,
\end{aligned}
$$

where sums run over 1 to 3. Rough constants are $C_{111} = - 800$, $C_{112} = - 450$, $C_{123} = - 60$, $C_{144} = 20$, $C_{155} = - 300$ and $C_{456} = - 60$ GPa. At the compressive misfit of 1 %, numerical minimisation over $a$ gives an energy about 2 % above the linear result for both (001) and (111), and the order is unchanged. For a tensile misfit of 1 % the energy is about 2 % below the linear result instead.

*Temperature.* A rise of 500 K with an expansion difference of $10^{-6}$ K$^{-1}$ gives a strain of 0.05 %. If it adds to the misfit, the energy grows by the factor $1.05^2$, or 10 %. A softening of $10^{-4}$ K$^{-1}$ lowers the moduli by 5 %. If all moduli soften alike, the order is unaffected. With $C_{11}$ and $C_{12}$ held fixed, $C_{44}$ would have to fall by 37.5 % to reach isotropy.

*Surfaces.* The (001) film stores $17.5 \ \text{MJ/m}^3 \times 8 \ \text{nm} = 0.14$ J/m². A surface stress of 1 N/m does work of magnitude $2 | \varepsilon | \times 1 \ \text{N/m} = 0.02$ J/m², which is the 14 % quoted above. A difference of 0.1 J/m² between the surface energies of two cuts equals the (001)-(111) strain-energy gap at a thickness of 20 nm. In an 8 nm film such a difference would exceed the strain-energy gap, which is then only 0.04 J/m².

*Dislocations.* For the (001) film, use isotropic elasticity with shear modulus $\mathcal G$, $\nu = C_{12} / ( C_{11} + C_{12} ) = 0.27$, Burgers length $B = 0.38$ nm, and an angle of 60° both between the Burgers vector and the line and between the Burgers vector and the in-plane direction that relieves misfit. The film stress pulls a threading dislocation with force $2 \mathcal G \frac{1 + \nu}{1 - \nu} | \varepsilon | \cdot \frac12 B h$. The opposing line energy is estimated as $\frac{\mathcal G B^2 ( 1 - \nu / 4 )}{4 \pi ( 1 - \nu )} [ \ln ( h / B ) + 1 ]$. Equating the two gives

$$
h = \frac{B ( 1 - \nu / 4 )}{4 \pi ( 1 + \nu ) | \varepsilon |} \left[ \ln \frac hB + 1 \right] ,
$$

whose larger root is 9.3 nm. With the line energy computed from the cubic constants instead, the root rises to about 12 nm. The 8 nm film lies below both values, which refer to 60° dislocations that can glide in on inclined $\{111\}$ planes. For a pure edge dislocation with its Burgers vector in the interface, the same balance gives about 4 nm, or about 6 nm with the cubic line energy. Such dislocations cannot glide in under the film stress and form by reaction or climb, so the coherence of the 8 nm film rests on kinetics as well as energy. The 20 nm crossover lies above both, so by these estimates a fully coherent (001) film of that thickness would be metastable. In the (111) film the Burgers vector makes an angle of 73° with the in-plane direction that relieves misfit, and the same estimate gives about 19 nm, or about 14 nm if only the film stress is scaled up, by $M_{111} / M_{001}$. With the cubic line energy as well, it is about 18 nm. For dislocations gliding in on inclined planes, the crossover is thus too close to the estimate for a firm conclusion. A Burgers vector lying in the (111) interface, at 30° to the relieving direction, feels no resolved shear from the film stress, but its energy balance is reached at only 3 to 4 nm. On energy grounds a coherent (111) film of 20 nm is therefore metastable as well.

*Undulation.* A ripple of amplitude $a$ and wavenumber $k$ adds surface energy $\tfrac14 \gamma k^2 a^2$ per area. It also lets the stress $\sigma$ relax, gaining $\tfrac12 ( 1 - \nu^2 ) \sigma^2 k a^2 / E$ on an isotropic half-space. The gain wins for wavelengths above $\pi E \gamma / [ ( 1 - \nu^2 ) \sigma^2 ]$. With $E = 127$ GPa along a cube axis, $\sigma = M_{001} | \varepsilon | = 1.75$ GPa and $\gamma = 1.5$ J/m², the threshold is about 0.2 µm. Using the cubic constants for a ripple along a cube axis, instead of the isotropic half-space, raises it to about 0.25 µm. A wide film can therefore lower its energy by roughening, if atoms can move along the surface.

The theorems thus rank flat coherent films on differently cut substrates at equal misfit. They do not by themselves predict which orientation will grow, since the substrate imposes the orientation and surface energies can be as large as the strain-energy differences.
